# Occupation and current of a biased resonant level at finite temperature

## The problem

A single level of energy $\varepsilon_0$ exchanges electrons with two leads, $\alpha=L,R$. There is one spin species and no interaction:

$$
H=\varepsilon_0 d^\dagger d+\sum_k\varepsilon_k c_k^\dagger c_k+\sum_k\left(t_k c_k^\dagger d+t_k^* d^\dagger c_k\right),
$$

where $k$ runs over the states of both leads. Lead $\alpha$ is held at chemical potential $\mu_\alpha$ and temperature $T_\alpha$, with Fermi function $f_\alpha(E)=[\mathrm e^{(E-\mu_\alpha)/k_BT_\alpha}+1]^{-1}$. Its coupling strength is the energy

$$
\Gamma_\alpha=2\pi\sum_{k\in\alpha}|t_k|^2\delta(E-\varepsilon_k),\qquad \Gamma=\Gamma_L+\Gamma_R>0 .
$$

In the wide-band limit $\Gamma_\alpha$ is independent of $E$ over a band, symmetric about zero energy, whose width goes to infinity. The level energy is held fixed when the bias $eV=\mu_L-\mu_R$ is applied, with $e>0$.

(a) In the steady state, which energy distribution $F(E)$ do the electrons on the level have?

(b) Find the occupation $n=\langle d^\dagger d\rangle$ and the current $I$ in closed form at finite temperature. Count $I$ as positive when electrons flow from $L$ to $R$; the conventional current then runs from $R$ to $L$.

(c) Evaluate both for $\Gamma_L=0.30$ meV, $\Gamma_R=0.10$ meV, $\varepsilon_0=0.20$ meV, $\mu_L=0.50$ meV, $\mu_R=-0.50$ meV and $T_L=T_R=1$ K.

## A tempting solution

The level has energy $\varepsilon_0$, so an electron arriving from lead $\alpha$ must have that energy. An empty level is filled at the rate $\Gamma_\alpha f_\alpha(\varepsilon_0)/\hbar$, and a full one is emptied at the rate $\Gamma_\alpha[1-f_\alpha(\varepsilon_0)]/\hbar$. The net electron flow from lead $\alpha$ into the level is

$$
J_\alpha=\frac{\Gamma_\alpha}{\hbar}\Big\{f_\alpha(\varepsilon_0)(1-n)-[1-f_\alpha(\varepsilon_0)]n\Big\}
=\frac{\Gamma_\alpha}{\hbar}\left[f_\alpha(\varepsilon_0)-n\right].
$$

The steady state requires $J_L+J_R=0$, hence

$$
n=\frac{\Gamma_Lf_L(\varepsilon_0)+\Gamma_Rf_R(\varepsilon_0)}{\Gamma},\qquad
I=eJ_L=\frac{e}{\hbar}\frac{\Gamma_L\Gamma_R}{\Gamma}\left[f_L(\varepsilon_0)-f_R(\varepsilon_0)\right].
$$

With $k_BT=0.08617$ meV the Fermi functions are $f_L(\varepsilon_0)=0.9702$ and $f_R(\varepsilon_0)=0.0003$. The result is $n=0.728$ and $I=17.71$ nA.

## Where it fails

The argument gives the level a finite lifetime and a sharp energy at once. An electron leaves at a rate of order $\Gamma/\hbar$, so the level is spread over an energy of order $\Gamma=0.40$ meV. This is more than four times $k_BT$, and it is comparable with the distance of 0.30 meV from $\varepsilon_0$ to $\mu_L$. Part of the level lies above $\mu_L$, where lead $L$ has few electrons to offer, and part lies below $\mu_R$, where lead $R$ is full.

The equations of motion show which term must change.

## The right solution

### Eliminating the leads

In the Heisenberg picture, $i\hbar\,\dot O=[O,H]$ gives

$$
i\hbar\,\dot d=\varepsilon_0d+\sum_kt_k^*c_k,\qquad i\hbar\,\dot c_k=\varepsilon_kc_k+t_kd .
$$

Let level and leads be decoupled and uncorrelated before a time $t_0$. The second equation integrates to

$$
c_k(t)=\mathrm e^{-i\varepsilon_k(t-t_0)/\hbar}c_k(t_0)-\frac{i}{\hbar}t_k\int_{t_0}^{t}ds\,\mathrm e^{-i\varepsilon_k(t-s)/\hbar}d(s).
$$

Multiply by $t_k^*$ and sum over one lead. The memory kernel is

$$
\sum_{k\in\alpha}|t_k|^2\mathrm e^{-i\varepsilon_k(t-s)/\hbar}=\frac{\Gamma_\alpha}{2\pi}\int dE\,\mathrm e^{-iE(t-s)/\hbar}=\hbar\Gamma_\alpha\,\delta(t-s).
$$

For a wide symmetric band this is a narrow even function of $t-s$. The integral ends at $s=t$ and collects half its area. Therefore

$$
\sum_{k\in\alpha}t_k^*c_k(t)=\xi_\alpha(t)-\frac{i\Gamma_\alpha}{2}d(t),\qquad
\xi_\alpha(t)=\sum_{k\in\alpha}t_k^*\mathrm e^{-i\varepsilon_k(t-t_0)/\hbar}c_k(t_0). \tag{1}
$$

The equation for $d$ becomes

$$
i\hbar\,\dot d=\left(\varepsilon_0-\frac{i\Gamma}{2}\right)d+\xi_L+\xi_R .
$$

Its solution has a part proportional to $d(t_0)$, which decays as $\mathrm e^{-\Gamma(t-t_0)/2\hbar}$. The initial occupation is thus forgotten because $\Gamma>0$. As $t_0\to-\infty$ the driven part remains. A drive $\mathrm e^{-iEt/\hbar}$ produces a response at the same frequency, multiplied by

$$
G^r(E)=-\frac{i}{\hbar}\int_0^\infty d\tau\,\mathrm e^{i(E-\varepsilon_0+i\Gamma/2)\tau/\hbar}=\frac{1}{E-\varepsilon_0+i\Gamma/2},
$$

so that

$$
d(t)=\sum_kt_k^*\,G^r(\varepsilon_k)\,\mathrm e^{-i\varepsilon_k(t-t_0)/\hbar}c_k(t_0). \tag{2}
$$

### The distribution

The lesser function is $G^<(t,t')=(i/\hbar)\langle d^\dagger(t')d(t)\rangle$, with transform $G^<(E)=\int d\tau\,\mathrm e^{iE\tau/\hbar}G^<(\tau)$ and $\tau=t-t'$. The leads start in equilibrium, so $\langle c_k^\dagger c_{k'}\rangle=\delta_{kk'}f_\alpha(\varepsilon_k)$ at $t_0$. Equation (2) then gives

$$
\langle d^\dagger(t')d(t)\rangle=\sum_{\alpha}\sum_{k\in\alpha}|t_k|^2|G^r(\varepsilon_k)|^2f_\alpha(\varepsilon_k)\mathrm e^{-i\varepsilon_k\tau/\hbar}
=\int\frac{dE}{2\pi}\mathrm e^{-iE\tau/\hbar}|G^r|^2\left(\Gamma_Lf_L+\Gamma_Rf_R\right).
$$

Reading off the transform, and writing $G^a=(G^r)^*$,

$$
G^<=G^r\Sigma^<G^a,\qquad \Sigma^<=i\left(\Gamma_Lf_L+\Gamma_Rf_R\right).
$$

This is the Keldysh equation, obtained here directly for the quadratic model. The spectral function is

$$
A(E)=-2\,\mathrm{Im}\,G^r=\frac{\Gamma}{(E-\varepsilon_0)^2+\Gamma^2/4}=\Gamma|G^r|^2,\qquad \int\frac{dE}{2\pi}A=1 .
$$

Replacing $|G^r|^2$ by $A/\Gamma$ answers (a):

$$
G^<(E)=iA(E)F(E),\qquad F(E)=\frac{\Gamma_Lf_L(E)+\Gamma_Rf_R(E)}{\Gamma}. \tag{3}
$$

At each energy the level is filled as the leads are, weighted by their couplings. The tempting solution had this weighting right, but used it at the single energy $\varepsilon_0$.

If $f_L=f_R$, then $F$ is that Fermi function. Under bias it generally is not. For the parameters of (c), $F$ is 0.875 at $\mu_R$, 0.748 at $E=0$ and 0.375 at $\mu_L$: two steps with a shelf near $\Gamma_L/\Gamma=0.75$ between them. For a Fermi function, $\ln(1/F-1)$ is a straight line in $E$ with inverse slope $k_BT$. Here the inverse slope is

$$
\left[\frac{d}{dE}\ln\left(\frac1F-1\right)\right]^{-1}=-\frac{F(1-F)}{dF/dE},
$$

which is 0.108 meV at $\mu_L$ and 5.40 meV at $E=0$. No single temperature describes the electrons on the level.

### The current in terms of lead averages

At equal times (3) gives

$$
n=\int\frac{dE}{2\pi}A F=\frac{\Gamma_Ln_L+\Gamma_Rn_R}{\Gamma},\qquad n_\alpha=\int\frac{dE}{2\pi}A(E)f_\alpha(E). \tag{4}
$$

The number $n_\alpha$ is the occupation the level would have, at the same total width $\Gamma$, if both leads had the distribution $f_\alpha$.

The electron flow out of lead $L$ is $J_L=-d\langle N_L\rangle/dt$ with $N_L=\sum_{k\in L}c_k^\dagger c_k$. From $[c_k^\dagger d,N_L]=-c_k^\dagger d$ and $[d^\dagger c_k,N_L]=d^\dagger c_k$,

$$
J_L=-\frac{i}{\hbar}\sum_{k\in L}\left(t_k^*\langle d^\dagger c_k\rangle-t_k\langle c_k^\dagger d\rangle\right)=\frac{2}{\hbar}\,\mathrm{Im}\sum_{k\in L}t_k^*\langle d^\dagger c_k\rangle ,
$$

because the two terms in the bracket are complex conjugates. Insert (1):

$$
J_L=\frac{2}{\hbar}\,\mathrm{Im}\langle d^\dagger\xi_L\rangle-\frac{\Gamma_L}{\hbar}n .
$$

By (2), $\langle d^\dagger\xi_L\rangle=\int\frac{dE}{2\pi}\Gamma_Lf_LG^a$. The imaginary part is taken before the band is made infinitely wide, since the real part grows logarithmically with the width. With $\mathrm{Im}\,G^a=A/2$,

$$
J_L=\frac{\Gamma_L}{\hbar}\left(n_L-n\right). \tag{5}
$$

Compare this with the tempting result $J_L=(\Gamma_L/\hbar)[f_L(\varepsilon_0)-n]$. The loss term $-\Gamma_Ln/\hbar$ is the same. The fault lies in the gain term, where $f_L(\varepsilon_0)$ must be replaced by its average $n_L$ over the broadened level.

Inserting (4) into (5),

$$
n_L-n=\frac{(\Gamma_L+\Gamma_R)n_L-\Gamma_Ln_L-\Gamma_Rn_R}{\Gamma}=\frac{\Gamma_R}{\Gamma}(n_L-n_R),
$$

and therefore

$$
I=eJ_L=\frac{e}{\hbar}\frac{\Gamma_L\Gamma_R}{\Gamma}(n_L-n_R). \tag{6}
$$

Exchanging $L$ and $R$ reverses the sign, so $J_R=-J_L$, as a steady state requires.

### The integral for $n_\alpha$

Set $x=E-\mu_\alpha$ and write $f_\alpha=\frac12-\frac12\tanh(x/2k_BT_\alpha)$. The product over the zeros of the hyperbolic cosine,

$$
\cosh y=\prod_{j=0}^\infty\left[1+\frac{4y^2}{(2j+1)^2\pi^2}\right],
$$

has the logarithmic derivative

$$
\tanh y=\sum_{j=0}^\infty\frac{8y}{(2j+1)^2\pi^2+4y^2}. \tag{7}
$$

With $y=x/2k_BT_\alpha$ and $\omega_j=(2j+1)\pi k_BT_\alpha$ this becomes

$$
f_\alpha=\frac12-2k_BT_\alpha\sum_{j=0}^\infty\frac{x}{x^2+\omega_j^2}.
$$

At given $x$ all terms of the sum have the same sign, so every partial sum, with its prefactor, is at most $\frac12$ in magnitude. The integrand is then bounded by the integrable function $A/4\pi$, and the sum may be integrated term by term.

Each term is the real part of $1/(x+i\omega_j)$, which is analytic in the upper half of the complex $E$ plane. Let $\Delta_\alpha=\varepsilon_0-\mu_\alpha$. Close the contour in the upper half plane; the integrand falls as $|E|^{-3}$, so the arc gives nothing. The Lorentzian $A/2\pi$ has one pole there, at $E=\varepsilon_0+i\Gamma/2$, with residue $1/(2\pi i)$. Hence

$$
\int\frac{dE}{2\pi}\frac{A(E)}{E-\mu_\alpha+i\omega_j}=\frac{1}{\Delta_\alpha+i(\omega_j+\Gamma/2)} .
$$

Taking the real part,

$$
n_\alpha=\frac12-2k_BT_\alpha\sum_{j=0}^\infty\frac{\Delta_\alpha}{\Delta_\alpha^2+(\omega_j+\Gamma/2)^2}. \tag{8}
$$

The broadening has been added to each $\omega_j$.

The digamma function $\psi(z)$, the logarithmic derivative of the gamma function, has the series $\psi(z)=-C+\sum_{j\ge0}\left[\frac1{j+1}-\frac1{j+z}\right]$ with a real constant $C$. For $z=a+ib$ with real $a$ and $b$,

$$
\mathrm{Im}\,\psi(a+ib)=\sum_{j=0}^\infty\frac{b}{(j+a)^2+b^2}. \tag{9}
$$

Choose

$$
z_\alpha=\frac12+\frac{\Gamma/2+i(\varepsilon_0-\mu_\alpha)}{2\pi k_BT_\alpha}.
$$

Then $j+a=(\omega_j+\Gamma/2)/2\pi k_BT_\alpha$ and $b=\Delta_\alpha/2\pi k_BT_\alpha$. Each term of (9) is $2\pi k_BT_\alpha$ times the fraction in (8), so the subtracted sum in (8) is $\mathrm{Im}\,\psi(z_\alpha)/\pi$. The answer to (b) is

$$
\boxed{\;n_\alpha=\frac12-\frac1\pi\mathrm{Im}\,\psi(z_\alpha),\qquad n=\frac{\Gamma_Ln_L+\Gamma_Rn_R}{\Gamma}\;}
$$

$$
\boxed{\;I=\frac{e}{\pi\hbar}\frac{\Gamma_L\Gamma_R}{\Gamma}\,\mathrm{Im}\left[\psi(z_R)-\psi(z_L)\right]\;}
$$

The order $R$ minus $L$ comes from the minus sign in $n_\alpha$.

### Two limits

For $\Gamma\to0$ at fixed temperature, $a=\frac12$. Comparing (9) with (7) at $y=\pi b$ gives $\mathrm{Im}\,\psi(\frac12+ib)=\frac\pi2\tanh\pi b$. Then $n_\alpha=\frac12-\frac12\tanh(\Delta_\alpha/2k_BT_\alpha)=f_\alpha(\varepsilon_0)$, and the tempting solution is recovered.

For $T_\alpha\to0$ the Fermi function cuts the integral in (4) at $\mu_\alpha$:

$$
n_\alpha=\int_{-\infty}^{\mu_\alpha}\frac{dE}{2\pi}A(E)=\frac12-\frac1\pi\arctan\frac{2(\varepsilon_0-\mu_\alpha)}{\Gamma}.
$$

For a level far above $\mu_\alpha$ this is approximately $\Gamma/[2\pi(\varepsilon_0-\mu_\alpha)]$. The occupation falls as a power of the distance, whereas $f_\alpha(\varepsilon_0)$ falls exponentially.

## Numbers

With $2\pi k_BT=0.54144$ meV,

$$
z_L=\frac12+\frac{0.20-0.30\,i}{0.54144}=0.8694-0.5541\,i,\qquad
z_R=\frac12+\frac{0.20+0.70\,i}{0.54144}=0.8694+1.2928\,i .
$$

Numerical evaluation of the digamma function gives $\mathrm{Im}\,\psi(z_L)=-0.8938$ and $\mathrm{Im}\,\psi(z_R)=1.2777$. Thus

$$
n_L=0.5+\frac{0.8938}{\pi}=0.7845,\qquad n_R=0.5-\frac{1.2777}{\pi}=0.0933,
$$

$$
n=0.75\times0.7845+0.25\times0.0933=0.612 .
$$

The current scale is $e\Gamma_L\Gamma_R/(\hbar\Gamma)=18.256$ nA, so

$$
I=18.256\ \text{nA}\times(0.7845-0.0933)=12.62\ \text{nA},
$$

or $7.88\times10^{10}$ electrons per second.

Relative to these values, the tempting solution overestimates the occupation by 19% and the current by 40%. For lead $L$ it puts 0.9702 in place of 0.7845, too high by 0.186; for lead $R$ it puts 0.0003 in place of 0.0933, too low by 0.093. Both errors enlarge $n_L-n_R$, and lead $L$ supplies about two thirds of the excess current. In $n$ the error of lead $R$ partly offsets that of lead $L$. The zero-temperature formula, which keeps the width and drops the thermal smearing, gives $n=0.632$ and $I=13.22$ nA. For these parameters the width of the level therefore matters more than the temperature.

## Where the result stops holding

A finite band spoils the delta-function kernel behind (1). The size of the effect can be found by giving each lead discrete states 0.05 meV apart, with constant coupling, between $-W$ and $W$. The one-particle Hamiltonian is diagonalized numerically and the decoupled initial state is evolved for $40\,\hbar/\text{meV}$, about 26 ps. This is long compared with $\hbar/\Gamma$, but shorter than the time $2\pi\hbar/(0.05\ \text{meV})$ after which the discreteness of the leads shows. The current is 12.71 nA for $W=10$ meV and 12.66 nA for $W=20$ meV, which is 0.7% and 0.4% above the wide-band value.

Coulomb repulsion with a second spin species would make the equation for $d$ nonlinear, and (2) would no longer solve it. If the bias moves the level, the formulas hold with the shifted $\varepsilon_0$, which must then be found separately.

Numerical values quoted here were computed with a short program.
